# Perturbation Theory for the Generalized Eigenproblem of Ultrasoft Pseudopotentials

**Setting.** In an ultrasoft pseudopotential calculation the smooth wavefunctions obey

$$H\psi=\epsilon S\psi,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

The projectors $\beta_i$ sit on the atoms, and the numbers $q_{ij}$ restore the charge that the smooth functions lack near the nuclei. When an atom moves, its projectors move with it, so $H$ and $S$ both change. Let $u$ be a real displacement and write

$$H(u)=H_0+uH_1+u^2H_2+\dots,\qquad S(u)=S_0+uS_1+u^2S_2+\dots$$

$H_2$ and $S_2$ are Taylor coefficients, that is, half the second derivatives. All operators are Hermitian matrices in a fixed finite basis, and $S$ is positive definite.

At $u=0$ the states are $\psi_m$ with energies $\epsilon_m$, and $\langle\psi_m,S_0\psi_n\rangle=\delta_{mn}$. They form a complete set, because the vectors $S_0^{1/2}\psi_m$ are the eigenvectors of the Hermitian matrix $S_0^{-1/2}H_0S_0^{-1/2}$. The coefficient of $\psi_m$ in a vector $v$ is therefore $\langle\psi_m,S_0v\rangle$. For any operator, $A_{mn}=\langle\psi_m,A\psi_n\rangle$.

Up to part (f) we follow one level $n$ that is nondegenerate at $u=0$. Its energy and, with a smooth choice of phase, its state then have Taylor series near $u=0$:

$$\epsilon(u)=\epsilon_n+u\epsilon^{(1)}+u^2\epsilon^{(2)}+\dots,\qquad \psi(u)=\psi_n+u\psi^{(1)}+u^2\psi^{(2)}+\dots$$

## (a) Expand the eigenvalue equation and the normalization to second order.

**Solution.** The terms of first order in $u$ in $H\psi=\epsilon S\psi$ are

$$H_0\psi^{(1)}+H_1\psi_n=\epsilon_nS_0\psi^{(1)}+\epsilon_nS_1\psi_n+\epsilon^{(1)}S_0\psi_n .$$

The combination

$$W=H_1-\epsilon_nS_1$$

appears naturally. It depends on the level being followed. Moving all terms to the left gives

$$(H_0-\epsilon_nS_0)\psi^{(1)}+(W-\epsilon^{(1)}S_0)\psi_n=0. \tag{1}$$

At second order, the product $\epsilon S\psi$ has six terms, one for each way of sharing two powers of $u$ among three factors:

$$H_0\psi^{(2)}+H_1\psi^{(1)}+H_2\psi_n=\epsilon_n\left(S_0\psi^{(2)}+S_1\psi^{(1)}+S_2\psi_n\right)+\epsilon^{(1)}\left(S_0\psi^{(1)}+S_1\psi_n\right)+\epsilon^{(2)}S_0\psi_n .$$

Collecting the terms by the state on which they act,

$$(H_0-\epsilon_nS_0)\psi^{(2)}+(W-\epsilon^{(1)}S_0)\psi^{(1)}+(H_2-\epsilon_nS_2-\epsilon^{(1)}S_1-\epsilon^{(2)}S_0)\psi_n=0. \tag{2}$$

The condition $\langle\psi,S\psi\rangle=1$ holds at every $u$, so its first- and second-order terms vanish:

$$2\,\mathrm{Re}\langle\psi_n,S_0\psi^{(1)}\rangle+(S_1)_{nn}=0, \tag{3}$$

$$2\,\mathrm{Re}\langle\psi_n,S_0\psi^{(2)}\rangle+\langle\psi^{(1)},S_0\psi^{(1)}\rangle+2\,\mathrm{Re}\langle\psi_n,S_1\psi^{(1)}\rangle+(S_2)_{nn}=0. \tag{4}$$

## (b) Find the first-order energy.

**Solution.** Take the inner product of (1) with $\psi_n$. Since $H_0-\epsilon_nS_0$ is Hermitian and annihilates $\psi_n$, the first term vanishes. With $\langle\psi_n,S_0\psi_n\rangle=1$ the rest is $W_{nn}-\epsilon^{(1)}=0$, so

$$\epsilon^{(1)}=W_{nn}=(H_1)_{nn}-\epsilon_n(S_1)_{nn}. \tag{5}$$

If $S$ is fixed, this is the ordinary Hellmann–Feynman result. The second term is needed for independence from the zero of energy. Replacing $H$ by $H+cS$ shifts every eigenvalue by the constant $c$ and must leave the slopes alone. Indeed $H_1$ becomes $H_1+cS_1$ and $\epsilon_n$ becomes $\epsilon_n+c$, so $W$ is unchanged. The element $(H_1)_{nn}$ by itself would change by $c(S_1)_{nn}$.

## (c) Find the first-order state, including its component along $\psi_n$.

**Solution.** Write $\psi^{(1)}=\sum_m c_m\psi_m$. For $m\ne n$, project (1) on $\psi_m$. Because $H_0\psi_m=\epsilon_mS_0\psi_m$, the first term gives $(\epsilon_m-\epsilon_n)c_m$, and the term with $\epsilon^{(1)}$ vanishes by orthogonality. Hence

$$(\epsilon_m-\epsilon_n)c_m+W_{mn}=0\quad\Rightarrow\quad c_m=\frac{W_{mn}}{\epsilon_n-\epsilon_m}.$$

Equation (1) says nothing about $c_n$, since $H_0-\epsilon_nS_0$ annihilates $\psi_n$. Normalization supplies the real part: (3) reads $2\,\mathrm{Re}\,c_n+(S_1)_{nn}=0$. The imaginary part is a choice of phase, because multiplying $\psi(u)$ by $e^{iu\theta}$ adds $i\theta$ to $c_n$. We choose $\langle\psi_n,S_0\psi(u)\rangle$ real and positive, so that $c_n$ is real. Then

$$\psi^{(1)}=\sum_{m\ne n}\psi_m\frac{W_{mn}}{\epsilon_n-\epsilon_m}-\frac12\langle\psi_n,S_1\psi_n\rangle\psi_n. \tag{6}$$

The last term rescales the state. If the changed $S$ assigns more charge to the old wavefunction, $u(S_1)_{nn}>0$, the wavefunction must shrink in the old metric: by (3), $\langle\psi,S_0\psi\rangle$ has slope $-(S_1)_{nn}$. The plain norm $\langle\psi,\psi\rangle$ also changes through the mixing terms, since the states are orthogonal only with respect to $S_0$. The factor $\tfrac12$ arises because $\langle\psi,S\psi\rangle$ is quadratic in $\psi$.

A simple case isolates this term. Let $H=(1+ua)H_0$ and $S=(1+ua)S_0$. The eigenvalues do not move, and the normalized state is $(1+ua)^{-1/2}\psi_n$, whose first-order term is $-\tfrac12a\psi_n$. In (6), $W=a(H_0-\epsilon_nS_0)$ gives $W_{mn}=0$, while $(S_1)_{nn}=a$, which yields the same answer.

For the first-order state to be a good approximation, $u|W_{mn}|$ should be small compared with $|\epsilon_n-\epsilon_m|$, and the change $uS_1$ should be small compared with $S_0$. If level $n$ is degenerate, projecting (1) on its degenerate subspace shows that the starting states must first be chosen to diagonalize $W$ there.

## (d) Find the second-order energy. Does the component along $\psi_n$ affect it?

**Solution.** Project (2) on $\psi_n$. The term with $\psi^{(2)}$ vanishes as in part (b), leaving

$$\epsilon^{(2)}=(H_2-\epsilon_nS_2)_{nn}-\epsilon^{(1)}(S_1)_{nn}+\langle\psi_n,(W-\epsilon^{(1)}S_0)\psi^{(1)}\rangle .$$

Insert the expansion of $\psi^{(1)}$ in the last term:

$$\langle\psi_n,(W-\epsilon^{(1)}S_0)\psi^{(1)}\rangle=\sum_{m\ne n}W_{nm}c_m+(W_{nn}-\epsilon^{(1)})c_n .$$

The bracket multiplying $c_n$ is zero by (5). The component along $\psi_n$ therefore drops out, whatever its value. Since $W$ is Hermitian, $W_{nm}W_{mn}=|W_{mn}|^2$, and

$$\epsilon^{(2)}=(H_2-\epsilon_nS_2)_{nn}-\epsilon^{(1)}(S_1)_{nn}+\sum_{m\ne n}\frac{|W_{mn}|^2}{\epsilon_n-\epsilon_m}. \tag{7}$$

The second derivative of the level is $2\epsilon^{(2)}$. In the sum, levels below $n$ push it up and levels above push it down.

The term $-\epsilon^{(1)}(S_1)_{nn}$ comes from the product $\epsilon S$ on the right of the eigenvalue equation, and it survives even when there are no other states. In a one-dimensional space with $S_0=1$, $H_0=\epsilon_n$ and numbers $h_i,s_i$ for $H_i,S_i$,

$$\epsilon(u)=\frac{\epsilon_n+uh_1+u^2h_2}{1+us_1+u^2s_2},\qquad \frac1{1+us_1+u^2s_2}=1-us_1+u^2(s_1^2-s_2)+\dots$$

The coefficient of $u$ is $h_1-\epsilon_ns_1=\epsilon^{(1)}$. The coefficient of $u^2$ is

$$h_2-h_1s_1+\epsilon_n(s_1^2-s_2)=h_2-\epsilon_ns_2-s_1(h_1-\epsilon_ns_1),$$

which is (7) without the sum.

## (e) Find the second-order state.

**Solution.** Write $\psi^{(2)}=\sum_m d_m\psi_m$. Projecting (2) on $\psi_m$ with $m\ne n$ removes the $\epsilon^{(2)}$ term by orthogonality:

$$(\epsilon_m-\epsilon_n)d_m+\sum_kW_{mk}c_k-\epsilon^{(1)}c_m+(H_2-\epsilon_nS_2-\epsilon^{(1)}S_1)_{mn}=0 .$$

Therefore

$$d_m=\frac{\sum_kW_{mk}c_k-\epsilon^{(1)}c_m+(H_2-\epsilon_nS_2-\epsilon^{(1)}S_1)_{mn}}{\epsilon_n-\epsilon_m},\qquad m\ne n. \tag{8}$$

The sum over $k$ includes $k=n$, so the normalization component does enter here. The phase convention makes $d_n$ real, and (4) gives

$$d_n=-\mathrm{Re}\langle\psi_n,S_1\psi^{(1)}\rangle-\frac12\sum_m|c_m|^2-\frac12(S_2)_{nn}. \tag{9}$$

For the scaling example of part (c), $c_n=-a/2$ and all other $c_m$ vanish. Equation (9) gives $a^2/2-a^2/8=3a^2/8$, the second-order coefficient of $(1+ua)^{-1/2}$.

## (f) Obtain $\psi^{(1)}$ without a sum over states.

**Solution.** The matrix in (1) is singular, so we add the normalization as an extra row and an unknown number $\mu$ as an extra column:

$$\begin{pmatrix}H_0-\epsilon_nS_0&S_0\psi_n\\(S_0\psi_n)^\dagger&0\end{pmatrix}\begin{pmatrix}\psi^{(1)}\\\mu\end{pmatrix}=\begin{pmatrix}-(W-\epsilon^{(1)}S_0)\psi_n\\-\frac12(S_1)_{nn}\end{pmatrix}. \tag{10}$$

Projecting the upper row on $\psi_n$ gives $\mu=-(W_{nn}-\epsilon^{(1)})=0$, so the upper row is (1) itself. The solution is unique. With a zero right side, the same projection gives $\mu=0$; nondegeneracy then makes the vector a multiple of $\psi_n$, and the lower row makes that multiple zero. One linear system thus replaces the calculation of all other states.

## (g) Treat a filled set of levels separated from the empty ones by a gap.

Find the first-order change of $P=\sum_{n\,\mathrm{filled}}|\psi_n\rangle\langle\psi_n|$ and the second-order change of the sum of filled eigenvalues, in a form without denominators between filled levels.

**Solution.** Suppose first that the filled levels are nondegenerate. Take two of them, $n\ne m$. The coefficient of $|\psi_m\rangle\langle\psi_n|$ in $P^{(1)}$ has one part from the change of $\psi_n$ and one from the conjugate change of $\psi_m$:

$$\frac{(H_1-\epsilon_nS_1)_{mn}}{\epsilon_n-\epsilon_m}+\frac{(H_1-\epsilon_mS_1)_{mn}}{\epsilon_m-\epsilon_n}=\frac{(\epsilon_m-\epsilon_n)(S_1)_{mn}}{\epsilon_n-\epsilon_m}=-(S_1)_{mn}.$$

For $m=n$ the two normalization components also add to $-(S_1)_{nn}$. The same $P^{(1)}$ therefore follows from the simpler states

$$\tilde\psi_n^{(1)}=\sum_{m\,\mathrm{empty}}\psi_m\frac{(H_1-\epsilon_nS_1)_{mn}}{\epsilon_n-\epsilon_m}-\frac12\sum_{m\,\mathrm{filled}}\psi_m(S_1)_{mn}, \tag{11}$$

with $P^{(1)}=\sum_n(|\tilde\psi_n^{(1)}\rangle\langle\psi_n|+\text{h.c.})$. These differ from the individual states (6) by a mixing within the filled set that leaves $P$ unchanged.

The number of electrons is $\mathrm{Tr}(PS)$, counting one per state. From (11), $\mathrm{Tr}(P^{(1)}S_0)=-\sum_n(S_1)_{nn}$, which cancels $\mathrm{Tr}(PS_1)$. Charge is conserved to first order because of the normalization terms.

For the energy, sum (7) over filled $n$. With $h=(H_1)_{mn}$ and $s=(S_1)_{mn}$, each filled pair contributes

$$\frac{|h-\epsilon_ns|^2-|h-\epsilon_ms|^2}{\epsilon_n-\epsilon_m}=\frac{-2(\epsilon_n-\epsilon_m)\mathrm{Re}(s^*h)+(\epsilon_n^2-\epsilon_m^2)|s|^2}{\epsilon_n-\epsilon_m}=-2\,\mathrm{Re}(s^*h)+(\epsilon_n+\epsilon_m)|s|^2 .$$

This equals $-s^*(h-\epsilon_ns)-s(h^*-\epsilon_ms^*)$, one term for each order of the pair. The terms $-\epsilon^{(1)}(S_1)_{nn}$ have the same form with $m=n$. Altogether

$$E^{(2)}=\sum_n(H_2-\epsilon_nS_2)_{nn}+\sum_n\sum_{m\,\mathrm{empty}}\frac{|(H_1-\epsilon_nS_1)_{mn}|^2}{\epsilon_n-\epsilon_m}-\sum_{n,m\,\mathrm{filled}}(S_1)_{nm}(H_1-\epsilon_nS_1)_{mn}, \tag{12}$$

where $n$ runs over filled levels. If $S$ is fixed, the last sum vanishes.

The formulas also cover degeneracy inside the filled set. A small term in $H_0$, diagonal in the states $\psi_n$, can split the levels. While the gap stays open, $P$, the eigenvalue sum and their derivatives vary smoothly as that term is removed, and the right sides of (11) and (12) stay finite. If the gap closes, the argument fails.

## (h) Apply the results to a displaced atom.

Consider a one-dimensional crystal in Hartree atomic units with cell length 7.0 bohr, Bloch wavenumber $k=0.2$ bohr$^{-1}$ and 25 plane waves $e^{iKx}$. Atom A is at 0 and atom B at 2.5 bohr. Each atom contributes a well $-V e^{-x^2/2w^2}$ and a term $D|\beta\rangle\langle\beta|$ to $H$, and $q|\beta\rangle\langle\beta|$ to $S$, with $x$ measured from the atom. The projector is a Gaussian proportional to $e^{-x^2/2b^2}$, with unit norm on the line. Both atoms have $w=0.7$ and $b=0.6$ bohr. For A, $V=1.5$ and $D=0.5$ hartree, $q=0.5$; for B, $V=1.0$ and $D=0.3$ hartree, $q=0.4$. The model keeps $D$ fixed. In a full ultrasoft calculation $D$ also contains the integral of the local potential over the augmentation charge, which changes when atoms move and adds to $H_1$ and $H_2$; that part is left out, so the numbers below belong to this simplified model. Atom B moves by $u$ in every cell. Find the slope and curvature of the second level.

**Solution.** Shifting a function by $u$ multiplies its plane-wave coefficient by $e^{-iKu}$. The part $H_B$ of $H$ that belongs to atom B therefore becomes $e^{-i(K-K')u}(H_B)_{KK'}$. Expanding the exponential,

$$(H_1)_{KK'}=-i(K-K')(H_B)_{KK'},\qquad (H_2)_{KK'}=-\frac12(K-K')^2(H_B)_{KK'},$$

and likewise for $S$. The plane waves do not move, so no derivatives of basis functions appear.

The lowest four levels are $-0.3415$, $-0.1470$, $0.1377$ and $0.7031$ hartree. For the second, $(H_1)_{nn}=-0.02810$ hartree/bohr and $(S_1)_{nn}=0.04133$ bohr$^{-1}$. Equation (5) gives

$$\epsilon^{(1)}=-0.02810+0.1470\times0.04133=-0.02202\ \text{hartree/bohr},$$

or $-1.132$ eV/Å. The normalization component is $-\tfrac12(0.04133)=-0.0207$ bohr$^{-1}$. Without it, the squared norm $\langle\psi,S\psi\rangle$ of $\psi=\psi_n+u\psi^{(1)}$ would grow at the rate 0.0413 bohr$^{-1}$ at $u=0$.

The curvature is $2\epsilon^{(2)}$. To $\epsilon^{(2)}$ the third level, with $|W_{mn}|=0.06545$ hartree/bohr, contributes

$$\frac{(0.06545)^2}{-0.1470-0.1377}=-0.0150\ \text{hartree/bohr}^2 .$$

In units of $10^{-3}$ hartree/bohr$^2$, levels 1, 3, 4 and all higher ones contribute

$$7.4-15.0-13.0-6.1=-26.7 .$$

The direct term $(H_2-\epsilon_nS_2)_{nn}$ is $32.7$ and $-\epsilon^{(1)}(S_1)_{nn}$ is $0.9$, so that

$$\epsilon^{(2)}=(32.7+0.9-26.7)\times10^{-3}=6.9\times10^{-3}\ \text{hartree/bohr}^2,$$

or 0.669 eV/Å$^2$ from the unrounded value. The curvature is twice this, $2\epsilon^{(2)}=0.0138$ hartree/bohr$^2$ or 1.34 eV/Å$^2$. The two large parts cancel to a large extent, which gives the small overlap term weight: leaving it out would lower $\epsilon^{(2)}$ by 13 % of its value. The numerical check finds the same slope and second-order coefficient by diagonalizing at displaced positions.

At $u=0.1$ bohr, diagonalization gives $-0.149124$ hartree. The first-order prediction, $-0.149198$, is too low by $7.4\times10^{-5}$ hartree; the second-order one, $-0.149129$, by $5\times10^{-6}$ hartree.

## (i) Is the curvature of the eigenvalue sum a phonon force constant?

**Solution.** No. For the two lowest levels of this model, with one electron each at this $k$, (12) gives $E^{(2)}=-0.0207$ hartree/bohr$^2$, so the curvature is $2E^{(2)}=-0.0414$ hartree/bohr$^2$. The negative sign does not show that the crystal is unstable. A total energy also contains the repulsion between ions and, in density-functional theory, corrections for the electron interaction counted twice in the eigenvalue sum. It also requires a sum over $k$.

In a self-consistent calculation $H_1$ contains the change of the potential caused by the change of density. That density change depends on $P^{(1)}$ and on the motion of the augmentation charges, so (11) and $H_1$ must be solved together. The algebra of parts (a) to (g) still holds, with $H_1$ and $H_2$ understood as the full Taylor coefficients of the self-consistent $H$.

For a phonon whose wavevector $Q$ is not a reciprocal lattice vector, $S_1$ connects Bloch states at $k$ with those at $k\pm Q$. Its diagonal elements between Bloch states then vanish, and so does the term $-\tfrac12(S_1)_{nn}\psi_n$ for a level that is not degenerate with one at $k\pm Q$. Where such a degeneracy occurs, as time reversal forces at $k=-Q/2$, the states that diagonalize $W$ mix the two Bloch states and their $(S_1)_{nn}$ is generally not zero. The elements of $S_1$ between different filled states generally remain. In an insulator, the filled-state sum in (11) is the form in which the normalization correction enters such a phonon calculation.

## Computed values

```
cell length = 7.0 bohr; Bloch k = 0.2 1/bohr
number of plane waves = 25
positions A, B = 0.0, 2.5 bohr
atom A: well depth = 1.5 hartree, well width = 0.7 bohr
atom A: D = 0.5 hartree, q = 0.5, projector width = 0.6 bohr
atom B: well depth = 1.0 hartree, well width = 0.7 bohr
atom B: D = 0.3 hartree, q = 0.4, projector width = 0.6 bohr
unperturbed level 1 = -0.341463 hartree
unperturbed level 2 = -0.146996 hartree
unperturbed level 3 = 0.137737 hartree
unperturbed level 4 = 0.703117 hartree
level followed = 2
H1_nn = -0.028096 hartree/bohr
S1_nn = 0.041325 1/bohr
-eps_n S1_nn = 0.006075 hartree/bohr
eps1, formula = -0.022021 hartree/bohr
eps1, diagonalization = -0.022021 hartree/bohr
eps1, converted = -1.1324 eV/angstrom
normalization component -S1_nn/2 = -0.020663 1/bohr
level 1: |W_mn| = 0.037945 hartree/bohr, |c1_m| = 0.195121 1/bohr
level 1: part of eps2 = 0.007404 hartree/bohr^2
level 3: |W_mn| = 0.065450 hartree/bohr, |c1_m| = 0.229863 1/bohr
level 3: part of eps2 = -0.015044 hartree/bohr^2
level 4: |W_mn| = 0.105002 hartree/bohr, |c1_m| = 0.123516 1/bohr
level 4: part of eps2 = -0.012969 hartree/bohr^2
levels 5 and up: part of eps2 = -0.006136 hartree/bohr^2
eps2 part (H2-eps_n S2)_nn = 0.032723 hartree/bohr^2
eps2 part -eps1 S1_nn = 0.000910 hartree/bohr^2
eps2 part, all mixing = -0.026746 hartree/bohr^2
eps2, formula = 0.006887 hartree/bohr^2
eps2, diagonalization = 0.006887 hartree/bohr^2
eps2 without -eps1 S1_nn = 0.005977 hartree/bohr^2
eps2, converted = 0.6693 eV/angstrom^2
coefficient-vector error of psi1 = 8.4e-10 1/bohr
coefficient-vector error of psi2 = 5.7e-10 1/bohr^2
norm slope with component = 2.1e-10 1/bohr
norm slope without component = 0.041325 1/bohr
test displacement u = 0.1 bohr
level at u, first order = -0.149198 hartree
level at u, second order = -0.149129 hartree
level at u, diagonalization = -0.149124 hartree
sum of two levels: first coefficient = 0.034821 hartree/bohr
sum of two levels: second, formula = -0.020690 hartree/bohr^2
sum of two levels: second, diagonalization = -0.020690 hartree/bohr^2
degenerate test: second, formula = -0.147511 (model units)
degenerate test: second, diagonalization = -0.147511 (model units)
```
